Lindhard's power-law recoil cross section and nuclear stopping

When the wafer bias of a plasma reactor is changed, an estimate of the energy that ions leave near the surface needs the nuclear stopping at the new ion energy. A quick way is to scale a known value with a power of the energy. Two choices then have to be made: which power of the energy to use, and whether a closed formula may also supply the magnitude. For an inverse-power repulsion the power can be trusted over a wider range than the magnitude.

**Assumptions and notation**

A projectile of mass M1 and laboratory energy E meets a free atom of mass M2 at rest. The motion is classical and non-relativistic, and the collision is elastic. The interaction is

V(r) = A r^(-s), s = 1/m, A > 0, 0 < m < 1,

so that s > 1. The initial speed is v, with v² = 2E/M1. The reduced mass is μ = M1M2/(M1+M2), and the energy of relative motion is

Ec = μv²/2 = E M2/(M1+M2).

The impact parameter is p, the scattering angle in the centre-of-mass frame is θ, and the recoil energy of the struck atom is T. The stopping cross section is S = ∫T dσ. In a solid of atomic density N, the mean energy loss per path length is NS if the collisions are independent.

**Theorem**

(a) If the momentum transfer of distant collisions is extended to all angles in Lindhard's way, the recoil cross section is

dσ = C E^(-m) T^(-1-m) dT, 0 < T < Tm,

C = π m (M1/M2)^m (A g/2)^(2m),

g = 2√π Γ((s+1)/2)/Γ(s/2),

where Tm = γE and γ = 4M1M2/(M1+M2)².

(b) The corresponding stopping cross section is

S = C γ^(1-m) E^(1-2m)/(1-m).

(c) Exact classical scattering in the same potential also gives S ∝ E^(1-2m), with a prefactor that in general differs from that in (b).

**Lemma 1: recoil energy and angle**

T = Tm sin²(θ/2).

Proof. In the centre-of-mass frame each particle has momentum μv before and after the collision, and the direction turns by θ. Two vectors of length μv at an angle θ differ by a vector of length

|Δp| = 2μv sin(θ/2).

The target starts at rest in the laboratory, so this is its final momentum there. Hence

T = |Δp|²/(2M2) = (2μ²v²/M2) sin²(θ/2).

Inserting v² = 2E/M1 turns the bracket into 4μ²E/(M1M2) = γE = Tm. ∎

**Lemma 2: momentum transfer in a distant collision**

If V(p) << Ec, then to leading order

|Δp| = A g p^(-s)/v.

Proof. The relative path is nearly a straight line, r² = p² + x², covered at speed v. The repulsive force is -dV/dr = sA r^(-s-1), and its transverse part carries a factor p/r. The longitudinal parts before and after closest approach cancel. With dt = dx/v,

|Δp| = (sAp/v) ∫ (p²+x²)^(-s/2-1) dx, x from -∞ to ∞.

Setting x = p y brings out p^(-s-2) from the integrand and p from dx. Together with the p in front this gives p^(-s):

|Δp| = (A p^(-s)/v) s J, J = ∫ (1+y²)^(-s/2-1) dy.

Put y = tan α. Then dy = dα/cos²α and the integrand becomes cos^s α, so J is twice its integral from 0 to π/2. With w = cos²α,

J = ∫₀¹ w^((s-1)/2) (1-w)^(-1/2) dw = √π Γ((s+1)/2)/Γ(s/2+1),

which is the beta integral with Γ(1/2) = √π. Since Γ(s/2+1) = (s/2)Γ(s/2), the product sJ equals g. ∎

**Proof of part (a)**

For a distant collision, Lemma 2 gives

T = |Δp|²/(2M2) = A²g²p^(-2s)/(2M2v²) = A²g²M1 p^(-2s)/(4M2E),

where the last form merely uses v² = 2E/M1. Solving for p^(2s) gives

p^(2s) = A²g²M1/(4M2ET).

Raising this to the power m = 1/s gives

p² = (A g/2)^(2m) (M1/M2)^m E^(-m) T^(-m).

Recoils between T and T+dT come from a ring of area π|d(p²)|. Differentiating T^(-m) gives the factor m T^(-1-m), and the stated dσ follows for T << Tm.

Lindhard's step concerns the large angles. For small angles Lemma 1 reads |Δp| = μvθ, so Lemma 2 says θ = A g p^(-s)/(μv²) = A g p^(-s)/(2Ec). One now replaces θ by 2 sin(θ/2), the combination that enters the true momentum transfer:

sin(θ/2) = A g p^(-s)/(4Ec).

This leaves the relation between p and T unchanged, but lets it run up to sin(θ/2) = 1, that is, to T = Tm. The step is an approximation and not a consequence of Lemma 2. It assigns Tm to a nonzero p, whereas a true head-on collision has p = 0. What is used is the ring area per recoil energy, which a constant shift of p² does not alter. ∎

Apart from the limit Tm, the result contains E and T only as a product: dσ = C (ET)^(-m) dT/T. Slow recoils are the most numerous. At a recoil energy that both can transfer, a faster projectile produces fewer recoils than a slower one.

**Proof of part (b)**

S = C E^(-m) ∫₀^Tm T^(-m) dT = C E^(-m) Tm^(1-m)/(1-m).

With Tm = γE the energy appears as E^(-m) E^(1-m) = E^(1-2m). ∎

The integral converges at its lower end because m < 1. The number of collisions does not: ∫dσ grows as T1^(-m) when the lower limit T1 goes to zero. Recoils below T1 carry the fraction (T1/Tm)^(1-m) of the stopping. If they are excluded by a fixed threshold, the remainder is S[1-(T1/(γE))^(1-m)], which is no longer a pure power of E.

**Lemma 3: the exact angle depends on one variable**

The exact angle θ is a function of η = (A/Ec)p^(-s) alone, for given s.

Proof. Angular momentum conservation gives r² dφ/dt = vp for the polar angle φ. Energy conservation gives (dr/dt)² = v²(1 - V/Ec - p²/r²). Dividing, and counting the incoming and outgoing halves of the orbit,

θ = π - 2 ∫ p dr/[r² √(1 - V/Ec - p²/r²)], r from r0 to ∞,

where r0 is the closest approach. Let q = V(r0)/Ec. The root vanishes at r0, so p² = r0²(1-q). Substitute r = r0/sin χ. Then V/Ec = q sin^s χ, and the quantity under the root becomes

1 - q sin^s χ - (1-q) sin²χ = cos²χ + q(sin²χ - sin^s χ).

The measure dr/r² contributes cos χ dχ/r0. Therefore

θ = π - 2√(1-q) ∫₀^(π/2) dχ/√(1 + q h(χ)),

h(χ) = (sin²χ - sin^s χ)/cos²χ.

So θ depends on q alone. Moreover η = q(1-q)^(-s/2), which rises steadily from 0 to ∞ as q goes from 0 to 1. Thus η fixes q, and q fixes θ. ∎

**Proof of part (c)**

Write p = (A/Ec)^m y. Then η = y^(-s), and θ depends on y alone. The exact stopping is

S = ∫₀^∞ Tm sin²(θ/2) 2πp dp = π Tm (A/Ec)^(2m) K,

K = 2 ∫₀^∞ sin²(θ(y)/2) y dy.

At large y the integrand falls as y^(1-2s), which is integrable for s > 1. Hence K is a finite number depending on m only. Since Tm ∝ E and Ec ∝ E, S ∝ E^(1-2m). ∎

The exponent has a simple reading. The available energy transfer grows as E, while the effective target area shrinks as E^(-2m), because a faster projectile must come closer to be deflected by the same angle. Stopping rises with energy for m < 1/2, is constant at m = 1/2 and falls for m > 1/2.

**Remark 1: the Coulomb boundary, m = 1**

For s = 1, g = 2 and the law becomes dσ = πA²M1 dT/(M2ET²). To compare it with the exact orbit, set u = 1/r and k = A/(2Ecp). The expression under the root is

1 - 2kpu - p²u² = 1 + k² - (pu+k)².

The integral of p du over its root, from u = 0 to the turning point, is π/2 - arctan k. Thus θ = 2 arctan k, and

p² = (A/(2Ec))² [1/sin²(θ/2) - 1].

Lindhard's relation has the same first term without the -1. The constant disappears on differentiation, so the approximate cross section is Rutherford's at every angle. The stopping integral, however, is ∫dT/T and diverges logarithmically at small T. This divergence is why m = 1 lies outside the theorem. In real atoms screening removes it.

**Remark 2: the first correction and the case m = 1/2**

The integral in Lemma 3 can be expanded in q, hence in η: θ = (g/2)η + a₂η² + ... With x = T/Tm = sin²(θ/2), inversion gives η = (4/g)√x (1 + constant·√x + ...). Since p² ∝ η^(-2m),

p² = constant·x^(-m) (1 + c√x + ...).

Differentiation multiplies the first term by -m and the second by -m+1/2. The exact cross section divided by Lindhard's is therefore

1 + c[(m-1/2)/m]√x + ...

The first correction vanishes at m = 1/2. There the exact orbit is elementary: for s = 2, h(χ) = 0 and θ = π[1-√(1-q)]. With δ = θ/π this means q = 2δ-δ². From r0² = A/(Ecq),

p² = r0²(1-q) = (A/Ec)[1/(2δ-δ²) - 1]
 = (A/Ec)[1/(2δ) - 3/4 + δ/8 + ...].

The first term gives Lindhard's law at small angles, and the second is a constant. The remaining error of dσ is of relative order T/Tm instead of its square root.

The computed ratios of exact to Lindhard cross section follow this pattern. For m = 1/4 they are 1.0009, 1.0093 and 1.095 at T/Tm = 10⁻⁶, 10⁻⁴ and 10⁻². Each step raises √x tenfold, and the deviation rises about tenfold. At T/Tm = 0.9 the ratio is 2.07, so the hard recoils are underestimated by half. For m = 1/2 the ratio at 0.9 is 1.03.

**Remark 3: failure towards hard spheres**

In the variables of part (c), Lindhard's relation is p² = (A g/(4Ec))^(2m) x^(-m). Integrating πTm x |d(p²)| from x = 0 to 1 gives

K(Lindhard) = [m/(1-m)] (g/4)^(2m).

To reach a hard sphere of radius R, write A = V₀R^s with V₀ fixed and let m → 0. Then (A/Ec)^(2m) → R². A hard sphere has p = R cos(θ/2), so sin²(θ/2) = 1-p²/R² and S = πR²Tm/2, or K = 1/2. Since g grows only as √s, (g/4)^(2m) → 1 and Lindhard's K tends to zero as m. The missing factor is thus about (1-m)/(2m) for small m.

At m = 0.05 this estimate gives 9.5, and the computed ratio of exact to Lindhard stopping is 8.79. The ratio is 1.65 at m = 1/4, 1.30 at m = 1/3, 1.01 at m = 1/2 and 0.945 at m = 2/3. The distant-collision formula is therefore a good absolute estimate near m = 1/2, but needs a corrected prefactor for steep potentials. For given m that correction is one number, independent of energy and masses.

**Example: copper ions on tantalum**

Take a copper ion of 500 eV and a tantalum atom, with M1 = 63.546 u and M2 = 180.948 u. Then γ = 0.7694, Ec = 370.0 eV and Tm = 384.7 eV.

As a reference interaction, use the Ziegler-Biersack-Littmark (ZBL) universal screened potential. It is an average model for many atom pairs, not an exact potential for this one. A head-on ion of 500 eV turns back in it at r0 = 0.0900 nm, where the local exponent s = -d ln V/d ln r is 4.05. This supports the round choice s = 4, m = 1/4. Matching the value of the potential at that point gives

A = Ec r0⁴ = 0.0243 eV nm⁴.

With g = 4.712, the constant is

C = π(1/4)(63.546/180.948)^(1/4) (0.0243 × 4.712/2)^(1/2)
 = 0.1447 eV^(1/2) nm².

The stopping cross section at 500 eV follows:

S = 0.1447 × 0.7694^(3/4) × 500^(1/2)/0.75 = 3.54 eV nm².

With A held fixed, the three calculations compare as follows, in eV nm²:

125 eV: Lindhard 1.77, exact power law 2.92, ZBL 2.67
250 eV: Lindhard 2.51, exact power law 4.13, ZBL 3.98
500 eV: Lindhard 3.54, exact power law 5.85, ZBL 5.81
1000 eV: Lindhard 5.01, exact power law 8.27, ZBL 8.29

From 250 to 1000 eV the power law predicts a doubling. The ZBL stopping rises by a factor 2.09, a mean exponent of 0.530 instead of 0.5. The energy scaling is thus good in this range, while Lindhard's magnitude at 500 eV is 39% below the ZBL value. The potential is not the main cause, since exact scattering in the power potential lies within 1% of ZBL there. The loss comes from extending the distant-collision law to hard collisions. At 125 eV the local exponent at the turning point has risen to 4.70, and the exact power-law stopping is 10% above ZBL.

For a rough tantalum density of 16.7 g/cm³, N = 55.6 nm⁻³ and Lindhard's loss rate is NS = 197 eV/nm. If slowing down is treated as continuous to zero energy, S(E') = S(E)(E'/E)^(1-2m) gives

R = ∫₀^E dE'/[N S(E')] = E/(2mNS(E)) = 500/(0.5 × 197) = 5.1 nm.

Dividing by the prefactor ratio 1.65 gives 3.1 nm for exact scattering in the same potential. Both values extend the power law to zero energy. Below about 250 eV the ZBL stopping falls increasingly below the exact power-law value, so the path to zero energy in the ZBL potential is longer, about 4 nm; roughly a quarter of it lies below 8 eV, where separate collisions with free atoms no longer describe the motion. Electronic loss, left out here, shortens each of these paths. All of these are path lengths, not depths, because the ion is deflected on its way.

**What the solid changes**

In ionized copper deposition over a tantalum barrier layer, ion energies are roughly tens to a few hundred eV, set largely by the wafer bias. The upper part of the range computed here is therefore high for that process. The formula describes bare tantalum; once copper covers it, the target mass and the potential must be changed.

At 500 eV the largest of the sized omissions in the stopping is electronic energy loss. The Lindhard-Scharff estimate gives 0.91 eV nm², or 16% of the ZBL nuclear value, though a velocity-proportional law is itself uncertain for such slow ions. Recoils below a rough binding energy of 8 eV carry 5.5% of Lindhard's stopping. Because that law underweights hard recoils, the share is smaller for exact scattering: 3.6% in the power potential and 2.6% in ZBL. For these recoils the target atom cannot be treated as free.

The picture of separate collisions can be judged from the area available to one atom, a disc of radius 0.148 nm. Impact parameters beyond it supply 2.9% of the exact power-law stopping at 500 eV, but 12.8% at 125 eV. The ZBL potential falls faster at these distances, so its shares are smaller, about 1.6% and 7.4%. At tens of eV the overlap of collisions and the binding of atoms need a many-atom calculation.

Continuous slowing down is only a rough approximation here. The mean ZBL loss over one mean atomic spacing, N^(-1/3) = 0.262 nm, is 85 eV, 17% of the initial energy, and a single head-on collision can remove 385 eV. The path length is therefore a scale, with large variations between ions. Wave effects are small for the collisions that matter here: the reduced de Broglie wavelength of the relative motion is 3.5×10⁻⁵ nm, far below the turning distance of 0.0900 nm.

For copper on tantalum, then, the exponent 1/2 may be used as an approximation to carry a known nuclear stopping value from one ion energy to another between about 250 and 1000 eV. Its accuracy depends on the potential: over this range the mean exponent is 0.53 for ZBL, but 0.55 and 0.58 for the krypton-carbon and Molière potentials with Firsov's screening length. At the lower energies common in the deposition process, the stopping falls faster than the square root of the energy. The magnitude should come from exact scattering, or from a prefactor corrected for m, in a potential suited to the atom pair. The choice of potential matters: at 500 eV the krypton-carbon and Molière potentials give 5.3 and 6.1 eV nm² with Firsov's screening length, and 6.3 and 7.2 eV nm² with Lindhard's, against 5.8 eV nm² for ZBL. The remaining computed values are in the numerical output.

Calculated quantities

```
GENERAL: exact classical scattering / Lindhard
m=0.0500: exact exponent of S +0.9000, S ratio 8.790
m=0.2500: exact exponent of S +0.5000, S ratio 1.649
m=0.3333: exact exponent of S +0.3333, S ratio 1.295
m=0.5000: exact exponent of S +0.0000, S ratio 1.012
m=0.6667: exact exponent of S -0.3333, S ratio 0.945
T/Tm=1e-06: dsigma ratio m=1/4 1.0009, m=1/2 1.0000
T/Tm=0.0001: dsigma ratio m=1/4 1.0093, m=1/2 1.0000
T/Tm=0.01: dsigma ratio m=1/4 1.0950, m=1/2 1.0006
T/Tm=0.1: dsigma ratio m=1/4 1.3150, m=1/2 1.0050
T/Tm=0.5: dsigma ratio m=1/4 1.7640, m=1/2 1.0189
T/Tm=0.9: dsigma ratio m=1/4 2.0748, m=1/2 1.0297
EXAMPLE: Cu ion on Ta, m = 1/4
masses M1, M2: 63.546, 180.948 u; charges 29, 73
reference energy E: 500 eV
mass factor gamma: 0.7694
CM energy Ec: 370.0 eV
largest recoil energy Tm: 384.7 eV
ZBL screening length: 0.00966 nm
head-on turning distance: 0.0900 nm
ZBL local exponent s at turning point, 125 eV: 4.70
ZBL local exponent s at turning point, 250 eV: 4.39
ZBL local exponent s at turning point, 500 eV: 4.05
ZBL local exponent s at turning point, 1000 eV: 3.72
A: 0.02430 eV nm^4
g for s=4: 4.7124
C: 0.14468 eV^(1/2) nm^2
S at 125 eV (eV nm^2): Lindhard 1.772, exact power 2.922, ZBL 2.667
S at 250 eV (eV nm^2): Lindhard 2.506, exact power 4.133, ZBL 3.977
S at 500 eV (eV nm^2): Lindhard 3.544, exact power 5.845, ZBL 5.814
S at 1000 eV (eV nm^2): Lindhard 5.012, exact power 8.266, ZBL 8.293
ZBL stopping exponent, 250-1000 eV: 0.530
Ta density (rough): 16.7 g/cm3
Ta atomic density N: 55.58 nm^-3
Lindhard energy loss N S at 500 eV: 197.0 eV/nm
Lindhard path length from 500 eV: 5.08 nm
NEGLECTED EFFECTS at 500 eV unless stated
electronic stopping (Lindhard-Scharff): 0.907 eV nm^2
electronic / ZBL nuclear stopping: 0.156
radius of area per atom: 0.1478 nm
share of exact power S beyond it, 125 eV: 0.128
share of exact power S beyond it, 500 eV: 0.029
binding energy (rough): 8 eV
share of Lindhard S from T below binding: 0.055
atomic layer spacing N^(-1/3): 0.2620 nm
Lindhard mean loss per layer: 51.6 eV
ZBL mean loss per layer: 84.7 eV
reduced de Broglie wavelength: 3.47e-05 nm
```
